\section*{Diffraction Loss of a Gaussian Slab Mode Across a Short Unguided Gap}

\section*{Question}

Light of vacuum wavelength $\lambda=1550$ nm travels in a slab of effective index $n=2.85$. A guide confines it laterally to a Gaussian mode of waist radius $w=0.50\,\mu$m. The lateral guiding stops for a distance $g=0.50\,\mu$m, while the slab continues to confine the light vertically, and then an identical guide begins. How much power fails to return to the original mode, and how does this loss depend on the gap and the waist?

\section*{Answer}

The loss is about $0.06$ dB, or $1.5\%$ of the power, for a Gaussian mode in the paraxial approximation. For short gaps the paraxial loss of a Gaussian mode grows as $g^2$ and falls as $w^{-4}$. Without the paraxial approximation the same overlap gives about $0.07$ dB, and the shape of a real guide mode can raise it to $0.08$--$0.1$ dB.

\subsection*{From the slab to a one-dimensional beam}

Let $z$ be the direction of travel, $x$ the lateral direction and $y$ the vertical one. The waist radius is the distance from the axis at which the field falls to $1/e$ of its peak, so the launched profile is proportional to $e^{-x^2/w^2}$. The time dependence is $e^{-i\omega t}$.

In a scalar model the field in the gap is $E(x,z)\Phi(y)$, where $\Phi$ is the vertical slab mode. With $k_0=2\pi/\lambda$ and vertical index profile $n_v(y)$, this mode obeys
\begin{equation}
\Phi''+k_0^2n_v^2(y)\Phi=\beta^2\Phi,\qquad \beta=\frac{2\pi n}{\lambda}.
\end{equation}
Inserting the product into the scalar wave equation and using this relation for the vertical part leaves
\begin{equation}
\frac{\partial^2E}{\partial x^2}+\frac{\partial^2E}{\partial z^2}+\beta^2E=0 .
\end{equation}
The vertical problem now enters through $\beta$ alone. Write $E=u\,e^{i\beta z}$. Since
\begin{equation}
\frac{\partial^2E}{\partial z^2}=\left(\frac{\partial^2u}{\partial z^2}+2i\beta\frac{\partial u}{\partial z}-\beta^2u\right)e^{i\beta z},
\end{equation}
the terms in $\beta^2$ cancel. If $u$ varies slowly along $z$, its second $z$ derivative can be dropped, which gives
\begin{equation}
2i\beta\frac{\partial u}{\partial z}+\frac{\partial^2u}{\partial x^2}=0. \label{eq:parax}
\end{equation}
This is the paraxial approximation. It requires transverse wavenumbers small compared with $\beta$.

\subsection*{What the gap does to the field}

Expand $u$ in transverse plane waves, $u(x,z)=\int \hat u(k,z)e^{ikx}\,dk/2\pi$. Equation \eqref{eq:parax} becomes $2i\beta\,\partial\hat u/\partial z=k^2\hat u$, so
\begin{equation}
\hat u(k,z)=\hat u(k,0)\,e^{-ik^2z/(2\beta)} .
\end{equation}
The strength of each plane wave is unchanged; the gap alters the relative phases.

The launched field with unit power is $u(x,0)=Ne^{-x^2/w^2}$. From $\int e^{-2x^2/w^2}dx=w\sqrt{\pi/2}$ it follows that $N^2=\sqrt{2/\pi}/w$. Its transform is $\hat u(k,0)=Nw\sqrt{\pi}\,e^{-k^2w^2/4}$. After a distance $z$ the total exponent is
\begin{equation}
-\frac{k^2w^2}{4}-\frac{ik^2z}{2\beta}=-\frac{k^2w^2}{4}(1+is),
\end{equation}
with
\begin{equation}
s=\frac{z}{z_R},\qquad z_R=\frac{\beta w^2}{2}=\frac{\pi nw^2}{\lambda}.
\end{equation}
To return to $x$, complete the square:
\begin{equation}
\int e^{-ak^2+ikx}\frac{dk}{2\pi}=\frac{e^{-x^2/(4a)}}{\sqrt{4\pi a}},\qquad a=\frac{w^2(1+is)}{4}.
\end{equation}
The factor $w\sqrt\pi$ cancels, leaving
\begin{equation}
u(x,z)=\frac{N}{\sqrt{1+is}}\exp\left[-\frac{x^2}{w^2(1+is)}\right].
\end{equation}
Because $1/(1+is)=(1-is)/(1+s^2)$, the field has a larger radius $w\sqrt{1+s^2}$ and an additional phase $+s\,x^2/[w^2(1+s^2)]$. The beam has broadened, and its wavefront has become curved.

\subsection*{The recaptured power}

The second guide accepts the part of the arriving field that matches its mode. The rest goes into radiation or into other guided modes, if the guide has any. With reflection neglected, the accepted amplitude is the overlap of the arriving field with the original profile. Parseval's theorem turns it into an integral over $k$:
\begin{equation}
A=\int u^*(x,0)u(x,g)\,dx=\int P(k)e^{-ik^2g/(2\beta)}dk,
\end{equation}
where
\begin{equation}
P(k)=\frac{|\hat u(k,0)|^2}{2\pi}=\frac{N^2w^2}{2}e^{-k^2w^2/2}=\frac{w}{\sqrt{2\pi}}e^{-k^2w^2/2}.
\end{equation}
This is a normal distribution of variance $1/w^2$. The remaining integral is Gaussian:
\begin{align}
A&=\frac{w}{\sqrt{2\pi}}\int\exp\left[-\frac{k^2}{2}\left(w^2+\frac{ig}{\beta}\right)\right]dk\nonumber\\
&=\left(1+\frac{ig}{\beta w^2}\right)^{-1/2}
=\left(1+\frac{ig}{2z_R}\right)^{-1/2}.
\end{align}
The recaptured fraction is $\eta=|A|^2$. Since $|1+ib|=\sqrt{1+b^2}$ for real $b$,
\begin{equation}
\eta=\left[1+\left(\frac{g}{2z_R}\right)^2\right]^{-1/2}.
\end{equation}
The loss in decibels is $L=-10\log_{10}\eta$, hence
\begin{equation}
L=5\log_{10}\left[1+\left(\frac{g}{2z_R}\right)^2\right]\ \text{dB}. \label{eq:loss}
\end{equation}

For the stated values $\beta=11.553$ rad/$\mu$m, and
\begin{align}
z_R&=\tfrac12(11.553)(0.50)^2\,\mu\text{m}=1.444\,\mu\text{m},\\
\frac{g}{2z_R}&=\frac{0.50}{2(1.444)}=0.1731,\\
\eta&=(1+0.1731^2)^{-1/2}=0.9853,\\
L&=5\log_{10}(1.0300)\ \text{dB}=0.064\ \text{dB}.
\end{align}
The gap is about one third of a Rayleigh length $z_R$, so most of the light still matches the receiving mode.

\subsection*{How the loss scales}

For $g\ll2z_R$, use $(1+b^2)^{-1/2}\approx1-b^2/2$ with $b=g/(2z_R)$:
\begin{equation}
1-\eta\approx\frac{g^2}{8z_R^2}=\frac{\lambda^2g^2}{8\pi^2n^2w^4}. \label{eq:short}
\end{equation}
The example gives a lost fraction of $0.0150$. For a small lost fraction, $L\approx(10/\ln10)(1-\eta)$, which here is $0.065$ dB, close to the $0.064$ dB of equation \eqref{eq:loss}.

The same law follows from the phases. Let $\varphi=k^2g/(2\beta)$ be the phase lag of one plane wave, and let angle brackets denote averages over $P(k)$. To second order in $\varphi$,
\begin{align}
A&\approx1-i\langle\varphi\rangle-\tfrac12\langle\varphi^2\rangle,\\
|A|^2&\approx1-\langle\varphi^2\rangle+\langle\varphi\rangle^2 .
\end{align}
The lost fraction is therefore the variance of the phase. A phase shared by all plane waves costs nothing. For a normal distribution of variance $\sigma^2$, integration by parts gives $\langle k^{m+2}\rangle=(m+1)\sigma^2\langle k^m\rangle$. With $\sigma^2=1/w^2$ this yields $\langle k^2\rangle=1/w^2$ and $\langle k^4\rangle=3/w^4$, so the variance of $k^2$ is $2/w^4$. Thus
\begin{equation}
1-\eta\approx\frac{g^2}{4\beta^2}\,\frac{2}{w^4}=\frac{g^2}{2\beta^2w^4}, \label{eq:var}
\end{equation}
which equals equation \eqref{eq:short} because $\beta w^2=2z_R$. The fourth power of the waist has a direct origin: a narrower mode has a wider spread of $k$, the phase depends on $k^2$, and the loss depends on the square of the phase spread.

With $\lambda$, $n$ and $g$ fixed, changing the waist from $0.50$ to $0.45\,\mu$m raises the paraxial loss from $0.064$ to $0.097$ dB, while a waist of $0.55\,\mu$m lowers it to $0.044$ dB. A $10\%$ uncertainty in waist therefore matters far more than the third digit of the loss. Direct numerical evaluation of the paraxial diffraction integral gives a loss ratio of $15.78$ between waists of $0.50$ and $1.00\,\mu$m, close to the short-gap value of $16$. Doubling the gap to $1.00\,\mu$m at the original waist gives $0.246$ dB, slightly less than four times the original loss.

The quadratic law fails for long gaps. When $g\gg2z_R$, equation \eqref{eq:loss} gives
\begin{equation}
\eta\approx\frac{2z_R}{g},\qquad L\approx10\log_{10}\frac{g}{2z_R}\ \text{dB}.
\end{equation}
The beam then spreads in one lateral dimension in proportion to distance, and each doubling of the gap adds about $3$ dB within this model.

\subsection*{Broadening or curvature?}

The beam radius after the gap is $w_g=w\sqrt{1+(g/z_R)^2}=0.529\,\mu$m, an increase of about $6\%$. To separate the two effects, keep this broadened amplitude but make its wavefront flat. The overlap of the two normalized Gaussians is
\begin{equation}
\sqrt{\frac{2}{\pi ww_g}}\int e^{-x^2(1/w^2+1/w_g^2)}dx
=\sqrt{\frac{2ww_g}{w^2+w_g^2}} .
\end{equation}
Its square gives the recaptured fraction without curvature, so
\begin{equation}
1-\eta_{\text{flat}}=1-\frac{2ww_g}{w^2+w_g^2}=\frac{(w_g-w)^2}{w^2+w_g^2}.
\end{equation}
This corresponds to $0.007$ dB, about one ninth of the paraxial loss. Most of the loss in this example therefore comes from wavefront curvature. For a short gap $w_g-w\approx w(g/z_R)^2/2$, so the flat-wavefront loss is $(g/z_R)^4/8$, smaller than equation \eqref{eq:short} by a factor $(g/z_R)^2$.

\subsection*{How good is the paraxial approximation?}

The far-field half-angle of the Gaussian, in the paraxial description, is $2/(\beta w)=0.35$ rad, or about $20^\circ$. This is large enough to affect the second digit of the loss. Without the paraxial approximation, a forward plane wave has longitudinal wavenumber $\sqrt{\beta^2-k^2}$. Its phase lag relative to $\beta g$ is
\begin{equation}
\varphi=g\left(\beta-\sqrt{\beta^2-k^2}\right)=g\left(\frac{k^2}{2\beta}+\frac{k^4}{8\beta^3}+\cdots\right).
\end{equation}
The first correction to the variance is twice the covariance of these two terms. Since $\langle k^6\rangle=15/w^6$, the covariance of $k^2$ and $k^4$ is $15/w^6-3/w^6=12/w^6$. The correction is
\begin{equation}
2\,\frac{g^2}{16\beta^4}\,\frac{12}{w^6}=\frac{3g^2}{2\beta^4w^6}.
\end{equation}
Dividing by equation \eqref{eq:var} gives a relative increase of $3/(\beta w)^2$, here $9\%$. Evaluating the whole spectral integral, with the same launched profile and the same unweighted overlap, gives an increase of $10\%$ and a loss of $0.0705$ dB. A separate real-space diffraction integral gives the same recaptured fraction to within $10^{-5}$. The Gaussian estimate is thus $0.064$ dB in the paraxial model and about $0.07$ dB in the nonparaxial one. Weighting each plane wave by its longitudinal wavenumber would give $0.066$ dB, but that weighting does not follow from the matching at the two ends of the gap. Matching the field and its $z$ derivative at both ends, for a parabolic-index guide whose mode is this Gaussian, gives $0.071$ dB, in agreement with the unweighted overlap.

\subsection*{Comparison with a silicon crossing}

The parameters resemble a silicon waveguide crossing, where the transverse guide interrupts the side walls but the silicon film continues. A $220$ nm film in oxide, with rough indices $3.48$ and $1.444$, has a computed effective index of $2.85$. The waist is large for an ordinary single-mode silicon wire, which is roughly $0.5\,\mu$m wide. In a scalar calculation with oxide at the sides, the guide whose mode best fits this Gaussian is $1.18\,\mu$m wide, so the example corresponds to a widened guide crossing a narrower one, whose width of $0.50\,\mu$m sets the gap. If both guides were $1.18\,\mu$m wide, the gap would be $1.18\,\mu$m too, and equation \eqref{eq:loss} would give about $0.3$ dB. A gap etched through the film would also remove the vertical guiding and needs a different model.

In this example the assumption of a Gaussian shape matters more than the paraxial approximation. The scalar guide mode has a power overlap of $0.994$ with the Gaussian, yet its nonparaxial gap loss is $0.094$ dB, about one third above the Gaussian value of $0.0705$ dB. The overlap alone does not determine this change. Gaussians of waist $0.557$ and $0.449\,\mu$m both have the same overlap of $0.994$ with the original one, yet their nonparaxial losses are $0.045$ and $0.110$ dB.

The guide mode has a variance of $k^2$ about $2.4$ times that of the Gaussian, but its loss does not rise in the same proportion. Its phases are not all small, so the phase-variance estimate of $3.6\%$ exceeds its paraxial loss of $1.9\%$. For the same reason the $g^2$ law is not accurate for this mode: between gaps of $0.25$ and $0.50\,\mu$m its paraxial loss grows roughly as $g^{1.75}$.

For in-plane polarization, the vertical magnetic field $H$ is continuous at a side wall, and so is its slope divided by the square of the local index. Using this condition, and again choosing the width for best fit, gives $1.35\,\mu$m. The unweighted overlap then gives $0.106$ dB, but it omits the index weighting of a proper power projection and overestimates the loss. Solving the two-dimensional junction, with $H$ and its $z$ slope divided by the square of the local index matched at both ends of the gap, gives $0.083$ dB.

Two other effects are small. The scalar guide mode has effective index $2.794$, so a simple index-step estimate gives a reflected amplitude of $(2.850-2.794)/(2.850+2.794)\approx0.010$ at each end of the gap. If the two reflections add in phase, the loss is $0.002$ dB. At a rough propagation loss of $2$ dB/cm, the gap contributes $0.0001$ dB. Scattering where the outer part of the mode meets the wall of the crossing guide is left out of the overlap estimates; a two-dimensional scalar solution of the junction, which includes it, gives $0.094$ to $0.096$ dB depending on grid and window. About $0.8\%$ of the scalar mode's power lies outside the core, which is not negligible beside a gap loss of about $2\%$. A device prediction would need a vector calculation of the complete geometry.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Vacuum wavelength: 1550 nm
Slab effective index used: 2.85
Waist radius: 0.50 um
Gap: 0.50 um
Propagation constant beta: 11.553 rad/um
Rayleigh length: 1.4441 um
Gap / Rayleigh length: 0.3462
Gap / (2 Rayleigh lengths): 0.1731
Waist after gap: 0.5291 um
Recaptured power fraction, paraxial: 0.98534
Lost power, paraxial: 1.466 %
Diffraction loss, paraxial: 0.0641 dB
Short-gap lost fraction: 0.01498
Short-gap loss estimate: 0.0651 dB
Loss with curvature removed: 0.0070 dB
Loss ratio, waist 0.5 um to 1.0 um: 15.78
Paraxial loss at waist 0.45 um: 0.0970 dB
Paraxial loss at waist 0.55 um: 0.0440 dB
Paraxial loss at gap 1.00 um: 0.2459 dB
Leading nonparaxial increase: 8.99 %
Full scalar Gaussian loss: 0.0705 dB
Full scalar increase: 9.98 %
Rough silicon index: 3.48
Rough oxide index: 1.444
Silicon film thickness: 220 nm
Computed film effective index: 2.8517
Scalar guide, best-fit width: 1.176 um
Scalar guide, Gaussian power overlap: 0.9943
Scalar guide, mode effective index: 2.7940
Scalar guide, nonparaxial gap loss: 0.0935 dB
Polarized guide estimate, best-fit width: 1.351 um
Polarized guide estimate, Gaussian power overlap: 0.9918
Polarized guide estimate, mode effective index: 2.7960
Polarized guide estimate, nonparaxial gap loss: 0.1056 dB
Worst-case two-step reflection loss: 0.001709 dB
Rough propagation loss rate: 2.0 dB/cm
Propagation loss over gap: 0.000100 dB
\end{verbatim}
